**Donor freeze-out: from half to full ionisation energy**

For electron density n, donor density N_D, acceptor density N_A and ionisation energy E_D, the slope of ln n against 1/kT is −p(E_D + 3kT/2), with p = 1/[1 + n/(n+N_A) + n/(N_D−N_A−n)]. The program asserts that the closed-form density and this slope agree with numerical solutions of charge neutrality built from explicit donor-state sums and a Fermi–Dirac band integral. It also asserts the position and tilt of the half point, the limiting laws, and the Hall factor against a numerically averaged conductivity tensor. For a silicon film with E_D = 45 meV, N_D = 10¹⁶ cm⁻³ and N_A = 10¹² cm⁻³, the fitted energy is 22.6 meV at 30–50 K and 44.7 meV at 18–21 K, after division of n by T^(3/4) and T^(3/2) respectively. Without acceptors the colder range gives 22.5 meV after division by T^(3/4). Refits with excited donor levels, double occupation and an approximate screening correction give 23.3 and 44.4 meV. The output also shows that a full change of scattering mechanism within a fitting range could shift these energies by about 3 and 5 meV.

## Numerical check

```python
# Donor freeze-out with compensation in an n-type film.
# Result under test: n(n+Na)/(Nd-Na-n) = phi, phi = (Nc/2) exp(-Ed/kT), and
#   -d ln n / d(1/kT) = p (Ed + 3kT/2),
#   p = 1/[1 + n/(n+Na) + n/(Nd-Na-n)],
# so that p passes from about 1/2 to 1 on cooling if 0 < Na << Nd.
# n: electron density; Nd, Na: donor and acceptor densities (cm^-3);
# Ed: donor ionisation energy (meV); Nc: effective band density (cm^-3);
# eta = mu/kT: reduced Fermi level measured from the band edge.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gamma

q_e, hbar, m0 = const.e, const.hbar, const.m_e
kB = const.k / const.e * 1e3              # meV/K
# Rough typical values for phosphorus in silicon
Ed, ml, mt, eps_r = 45.0, 0.92, 0.19, 11.7
excited_levels = [(6, 12.0), (4, 13.0)]  # (degeneracy with spin, meV above ground)
E_minus = 2.0                            # binding of a second electron, meV
eps = eps_r * const.epsilon_0
# Chosen film and measurement
Nd, Na = 1e16, 1e12
thickness_um, mobility, B_field, E_field = 10.0, 2e4, 0.05, 0.1
half_window, full_window = (30.0, 50.0), (18.0, 21.0)


def band_density(T):
    pref = (2 * np.pi * const.k * T * m0 / const.h**2) ** 1.5
    return 12 * pref * np.sqrt(ml) * mt * 1e-6


def phi_of(T):
    return band_density(T) / 2 * np.exp(-Ed / (kB * T))


def closed_density(phi, nd, na):
    m, b = nd - na, na + phi
    return 2 * phi * m / (b + np.sqrt(b * b + 4 * phi * m))


def power(n, nd, na):
    return 1 / (1 + n / (n + na) + n / (nd - na - n))


y = np.linspace(0, 8, 401)
dy = y[1] - y[0]


def fermi_density(eta, T):
    # Full Fermi-Dirac band integral, energy/kT = y^2
    f = y**2 * np.exp(eta - y**2) / (1 + np.exp(eta - y**2))
    return band_density(T) * 4 / np.sqrt(np.pi) * f.sum() * dy


def screening_shift(n, T, nd, na):
    # Debye-Hueckel lowering of the ionisation energy, meV
    ions = n + na
    ns = (n + ions * max(0.0, 1 - ions / nd)) * 1e6
    length = np.sqrt(eps * kB * T * 1e-3 / (q_e * ns))
    return q_e / (4 * np.pi * eps * length) * 1e3


def solve(T, nd=Nd, na=Na, excited=False, dminus=False, screened=False):
    # Root of neutrality from explicit sums over donor states
    kT = kB * T
    levels = [(2, 0.0)] + (excited_levels if excited else [])

    def imbalance(eta):
        n = fermi_density(eta, T)
        bind = Ed - (screening_shift(n, T, nd, na) if screened else 0.0)
        w1 = sum(g * np.exp(eta + (bind - d) / kT) for g, d in levels)
        w2 = np.exp(2 * eta + (Ed + E_minus) / kT) if dminus else 0.0
        z = 1 + w1 + w2
        return np.log(n + na + nd * w2 / z) - np.log(nd / z)

    top = np.log((nd - na) / band_density(T)) + 0.1
    eta = brentq(imbalance, top - 60, top, xtol=1e-13, rtol=1e-14)
    return fermi_density(eta, T), eta


def fitted_energy(window, t_power, **options):
    # Slope of ln(n / T^t_power) against 1/kT, in meV
    temps = 1 / np.linspace(1 / window[1], 1 / window[0], 11)
    logs = [np.log(solve(t, **options)[0]) - t_power * np.log(t) for t in temps]
    return -np.polyfit(1 / (kB * temps), logs, 1)[0]


# Band density against a direct sum over wave vectors in six valleys
T_test = 40.0
product = 1.0
for mass in (ml, mt, mt):
    width = np.sqrt(mass * m0 * const.k * T_test) / hbar
    k = np.linspace(-9 * width, 9 * width, 2001)
    boltz = np.exp(-(hbar * k)**2 / (2 * mass * m0 * const.k * T_test))
    product *= boltz.sum() * (k[1] - k[0]) / (2 * np.pi)
assert abs(12 * product * 1e-6 / band_density(T_test) - 1) < 1e-8

# Closed density and local slope against the explicit state sums;
# tolerances allow for the slight band degeneracy kept in the state sums
worst_density = 0.0
for T in (18, 21, 25, 30, 39, 50, 70, 100, 200, 300):
    n_num = solve(T)[0]
    worst_density = max(worst_density,
                        abs(n_num / closed_density(phi_of(T), Nd, Na) - 1))
assert worst_density < 1e-3
worst_slope = 0.0
for T in (18, 21, 25, 30, 39, 50, 70, 100):
    beta, h = 1 / (kB * T), 2e-3
    n_cold = solve(T / (1 + h))[0]
    n_hot = solve(T / (1 - h))[0]
    slope_num = -np.log(n_cold / n_hot) / (2 * h * beta)
    n_here = closed_density(phi_of(T), Nd, Na)
    slope_formula = power(n_here, Nd, Na) * (Ed + 1.5 * kB * T)
    worst_slope = max(worst_slope, abs(slope_num / slope_formula - 1))
assert worst_slope < 3e-3

# Half point, plateau tilt and value at n = Na, by differences in ln(phi)
for K in (1e-4, 1e-3, 1e-2, 1e-1):
    na = K * Nd

    def log_n(x):
        return np.log(closed_density(np.exp(x), Nd, na))

    x0, h = np.log(na), 0.02
    first = (log_n(x0 + h) - log_n(x0 - h)) / (2 * h)
    second = (log_n(x0 + h) - 2 * log_n(x0) + log_n(x0 - h)) / h**2
    assert abs(first - 0.5) < 1e-4
    assert abs(second / (-np.sqrt(K) / 4) - 1) < 0.01
    assert abs(np.exp(log_n(x0)) / (np.sqrt(na * Nd) - na) - 1) < 1e-10
    x1 = brentq(lambda x: log_n(x) - np.log(na), x0 - 30, x0 + 10)
    at_na = (log_n(x1 + h) - log_n(x1 - h)) / (2 * h)
    assert abs(at_na - 1 / (1.5 + K / (1 - 2 * K))) < 1e-3
    xs = np.linspace(np.log(na**2 / Nd) - 5, np.log(Nd) + 5, 300)
    assert np.all(np.diff(np.gradient(log_n(xs), xs)[1:-1]) < 0)

# Limiting laws and Fermi level
T_half = brentq(lambda t: np.log(phi_of(t) / Na), 10, 200)
T_cross = brentq(lambda t: np.log(closed_density(phi_of(t), Nd, Na) / Na), 10, 200)
n_half, eta_half = solve(T_half)
n_cold, eta_cold = solve(18.0)
assert abs(n_half / np.sqrt(phi_of(T_half) * Nd) - 1) < 0.02
assert abs(n_cold / (phi_of(18.0) * (Nd - Na) / Na) - 1) < 0.005
mu_half, mu_cold = eta_half * kB * T_half, eta_cold * kB * 18.0
mu_half_law = -Ed / 2 + kB * T_half / 2 * np.log(Nd / (2 * band_density(T_half)))
mu_cold_law = -Ed + kB * 18.0 * np.log((Nd - Na) / (2 * Na))
assert abs(mu_half - mu_half_law) < 0.02 * kB * T_half
assert abs(mu_cold - mu_cold_law) < 0.005 * kB * 18.0
assert abs(solve(300.0)[0] / (Nd - Na) - 1) < 0.01


def hall_factor_numeric(s):
    # Weak-field conductivity tensor averaged over energy and valleys
    v = (np.arange(3000) + 0.5) * 8 / 3000
    weight = v**4 * np.exp(-v**2)
    weight /= weight.sum()
    b = 1e-5
    turn = b * np.array([[0, 1, 0], [-1, 0, 0], [0, 0, 0]])
    sigma = np.zeros((3, 3))
    for masses in ((ml, mt, mt), (mt, ml, mt), (mt, mt, ml)):
        drift = np.diag(masses)[None] / (v**(2 * s))[:, None, None] + turn
        sigma += np.einsum('i,ijk->jk', weight, np.linalg.inv(drift)) / 3
    return abs(np.linalg.inv(sigma)[0, 1]) / b


def hall_factor(s):
    K = ml / mt
    shape = 3 * K * (K + 2) / (2 * K + 1)**2
    return shape * gamma(2 * s + 2.5) * gamma(2.5) / gamma(s + 2.5)**2


for s in (-0.5, 0.0, 1.5):
    assert abs(hall_factor_numeric(s) / hall_factor(s) - 1) < 1e-3

# Fitted slopes, ideal model and refitted with neglected effects
E_half = fitted_energy(half_window, 0.75)
E_full = fitted_energy(full_window, 1.5)
raw_half, raw_full = fitted_energy(half_window, 0), fitted_energy(full_window, 0)
E_uncomp = fitted_energy(full_window, 0.75, na=0.0)
assert abs(E_half / (Ed / 2) - 1) < 0.05
assert abs(E_full / Ed - 1) < 0.05
assert abs(E_uncomp / (Ed / 2) - 1) < 0.01
effects = [("valley-orbit states", dict(excited=True)),
           ("doubly occupied donors", dict(dminus=True)),
           ("Debye screening", dict(screened=True)),
           ("all three", dict(excited=True, dminus=True, screened=True))]
refits = [(name, fitted_energy(half_window, 0.75, **o),
           fitted_energy(full_window, 1.5, **o)) for name, o in effects]
assert 0.45 < refits[-1][1] / Ed < 0.60
assert 0.90 < refits[-1][2] / Ed < 1.05

print("INPUTS (material values rough, for Si:P)")
print(f"Ed = {Ed:.1f} meV; m_l = {ml:.2f}, m_t = {mt:.2f} m0; eps_r = {eps_r:.1f}")
print(f"Nd = {Nd:.1e} cm^-3; Na = {Na:.1e} cm^-3; thickness = {thickness_um:.0f} um")
print(f"mobility = {mobility:.1e} cm2/Vs; B = {B_field} T; E = {E_field} V/cm")
print(f"excited levels: {excited_levels[0][1]:.0f}, {excited_levels[1][1]:.0f} meV up, "
      f"degeneracies {excited_levels[0][0]}, {excited_levels[1][0]}")
print(f"second-electron binding = {E_minus:.1f} meV")
print("T (K) | kT (meV) | Nc (cm^-3) | phi (cm^-3) | n (cm^-3) | p | raw slope (meV)")
for T in (18, 21, 25, 30, 40, 50, 100, 300):
    n = closed_density(phi_of(T), Nd, Na)
    p = power(n, Nd, Na)
    print(f"{T:4d} | {kB*T:.3f} | {band_density(T):.3e} | {phi_of(T):.3e} | "
          f"{n:.3e} | {p:.3f} | {p*(Ed+1.5*kB*T):.2f}")
print(f"largest density mismatch, formula vs state sums = {worst_density:.1e}")
print(f"largest slope mismatch, formula vs state sums = {worst_slope:.1e}")
print(f"half point p = 1/2: T = {T_half:.2f} K, n = {np.sqrt(Na*Nd)-Na:.3e} cm^-3")
print(f"plateau tilt dp/dln(phi) at half point = {-np.sqrt(Na/Nd)/4:.5f}")
print(f"crossover n = Na: T = {T_cross:.2f} K, p = {power(Na, Nd, Na):.4f}")
print(f"Fermi level at half point: {mu_half:.2f} meV; law {mu_half_law:.2f} meV")
print(f"Fermi level at 18 K: {mu_cold:.2f} meV; law {mu_cold_law:.2f} meV")
print("FITTED ENERGIES (meV)")
print(f"30-50 K: n/T^0.75 gives {E_half:.2f}; raw n gives {raw_half:.2f}")
print(f"18-21 K: n/T^1.5 gives {E_full:.2f}; raw n gives {raw_full:.2f}")
print(f"18-21 K, no acceptors: n/T^0.75 gives {E_uncomp:.2f}")
print("PLATEAU 0.45 < p < 0.55: span of n in decades")
for K in (1e-4, 1e-3, 1e-2, 1e-1):
    na = K * Nd
    edges = [brentq(lambda u: power(np.exp(u), Nd, na) - level,
                    np.log(na) - 20, np.log((Nd - na) * (1 - 1e-9)))
             for level in (0.55, 0.45)]
    print(f"Na/Nd = {K:.0e}: {(edges[1]-edges[0])/np.log(10):.2f} decades")
print("HALL FACTOR with silicon valley shape")
print(f"s=-1/2: {hall_factor(-0.5):.3f}; s=0: {hall_factor(0.0):.3f}; "
      f"s=3/2: {hall_factor(1.5):.3f}")
print("NEGLECTED EFFECTS: refitted energies (meV), 30-50 K and 18-21 K")
for name, e1, e2 in refits:
    print(f"{name}: {e1:.2f} and {e2:.2f}")
log_ratio = np.log(hall_factor(1.5) / hall_factor(-0.5))
drifts = [log_ratio * kB / (1 / w[0] - 1 / w[1]) for w in (half_window, full_window)]
print(f"full change of s within window: up to {drifts[0]:.2f} and {drifts[1]:.2f} meV")
shift = screening_shift(n_half, T_half, Nd, Na)
ns = (n_half + (n_half + Na) * (1 - (n_half + Na) / Nd)) * 1e6
debye = np.sqrt(eps * kB * T_half * 1e-3 / (q_e * ns))
in_sphere = 4 / 3 * np.pi * debye**3 * n_half * 1e6
print(f"at half point: Debye length {debye*1e9:.0f} nm, lowering {shift:.2f} meV")
print(f"electrons in Debye sphere at half point = {in_sphere:.2f}")
print(f"degeneracy n/Nc at half point = {n_half/band_density(T_half):.1e}")
# Hopping between donors: a short hop length is used, which overstates it
m_cond = 3 / (2 / mt + 1 / ml) * m0
radius = hbar / np.sqrt(2 * m_cond * Ed * 1e-3 * q_e)
hop = (3 / (4 * np.pi * Nd * 1e6)) ** (1 / 3)
hop_rate = 1e12 * np.exp(-2 * hop / radius)   # rough attempt rate 1e12 per second
hop_mobility = hop**2 * hop_rate / (6 * kB * 18.0 * 1e-3) * 1e4
hop_ratio = hop_mobility * Na / (mobility * n_cold)
print(f"donor radius {radius*1e9:.2f} nm, hop {hop*1e9:.1f} nm (attempt rate 1e12 /s)")
print(f"hopping/band conductivity at 18 K = {hop_ratio:.1e}")
F = E_field * 100
lowering = 2 * np.sqrt(q_e * F / (4 * np.pi * eps)) * 1e3
heating = mobility * 1e-4 * F**2 * 1e-9 * 1e3  # rough energy relaxation time 1 ns
print(f"field lowering of barrier = {lowering:.3f} meV")
print(f"carrier heating (1 ns energy relaxation) = {heating:.1e} meV")
print(f"mobility times B = {mobility*1e-4*B_field:.2f}")
depletion = np.sqrt(2 * eps * 0.5 / (q_e * Nd * 1e6)) * 1e6
print(f"surface depletion at 0.5 V = {depletion:.2f} um")
sheet = 1 / (q_e * n_cold * mobility * thickness_um * 1e-4)
print(f"sheet resistance at 18 K = {sheet:.1e} ohm per square")
print("all good")
```

Printed output:

```
INPUTS (material values rough, for Si:P)
Ed = 45.0 meV; m_l = 0.92, m_t = 0.19 m0; eps_r = 11.7
Nd = 1.0e+16 cm^-3; Na = 1.0e+12 cm^-3; thickness = 10 um
mobility = 2.0e+04 cm2/Vs; B = 0.05 T; E = 0.1 V/cm
excited levels: 12, 13 meV up, degeneracies 6, 4
second-electron binding = 2.0 meV
T (K) | kT (meV) | Nc (cm^-3) | phi (cm^-3) | n (cm^-3) | p | raw slope (meV)
  18 | 1.551 | 4.033e+17 | 5.071e+04 | 5.068e+08 | 0.999 | 47.30
  21 | 1.810 | 5.082e+17 | 4.031e+06 | 3.880e+10 | 0.964 | 46.00
  25 | 2.154 | 6.601e+17 | 2.799e+08 | 1.246e+12 | 0.643 | 31.02
  30 | 2.585 | 8.677e+17 | 1.196e+10 | 1.044e+13 | 0.523 | 25.54
  40 | 3.447 | 1.336e+18 | 1.429e+12 | 1.183e+14 | 0.499 | 25.04
  50 | 4.309 | 1.867e+18 | 2.718e+13 | 5.075e+14 | 0.487 | 25.09
 100 | 8.617 | 5.281e+18 | 1.425e+16 | 6.776e+15 | 0.244 | 14.12
 300 | 25.852 | 2.744e+19 | 2.406e+18 | 9.958e+15 | 0.004 | 0.34
largest density mismatch, formula vs state sums = 1.3e-04
largest slope mismatch, formula vs state sums = 1.6e-04
half point p = 1/2: T = 39.04 K, n = 9.900e+13 cm^-3
plateau tilt dp/dln(phi) at half point = -0.00250
crossover n = Na: T = 24.63 K, p = 0.6666
Fermi level at half point: -31.87 meV; law -31.84 meV
Fermi level at 18 K: -31.79 meV; law -31.79 meV
FITTED ENERGIES (meV)
30-50 K: n/T^0.75 gives 22.61; raw n gives 25.07
18-21 K: n/T^1.5 gives 44.65; raw n gives 47.16
18-21 K, no acceptors: n/T^0.75 gives 22.50
PLATEAU 0.45 < p < 0.55: span of n in decades
Na/Nd = 1e-04: 2.61 decades
Na/Nd = 1e-03: 1.63 decades
Na/Nd = 1e-02: 0.77 decades
Na/Nd = 1e-01: 0.27 decades
HALL FACTOR with silicon valley shape
s=-1/2: 1.026; s=0: 0.871; s=3/2: 1.683
NEGLECTED EFFECTS: refitted energies (meV), 30-50 K and 18-21 K
valley-orbit states: 21.98 and 44.62
doubly occupied donors: 22.63 and 44.64
Debye screening: 23.97 and 44.48
all three: 23.25 and 44.43
full change of s within window: up to 3.20 and 5.38 meV
at half point: Debye length 105 nm, lowering 1.17 meV
electrons in Debye sphere at half point = 0.48
degeneracy n/Nc at half point = 7.7e-05
donor radius 1.81 nm, hop 28.8 nm (attempt rate 1e12 /s)
hopping/band conductivity at 18 K = 1.3e-12
field lowering of barrier = 0.070 meV
carrier heating (1 ns energy relaxation) = 2.0e-04 meV
mobility times B = 0.10
surface depletion at 0.5 V = 0.25 um
sheet resistance at 18 K = 6.2e+08 ohm per square
all good
```
